Capillary bending of a tall line between wet and dry gaps

**The numbers to explain**

A line 200 nm tall and 20 nm thick stands with a liquid-filled gap of 30 nm on one side and a dry gap on the other. If the wall across the liquid is rigid, the top of the line settles 5.9 nm toward it. If that wall is an identical line, free to bend in the same way, no equilibrium with an open gap exists with the meniscus at the top at the same contact angle. Nothing about the liquid or the first line has changed.

The remaining data are round model values: Young modulus E = 150 GPa, Poisson ratio ν = 0.25, surface tension γ = 0.040 N/m and contact angle θ = 30°. Height is H, thickness t and wet gap s. The line is long, so forces and energies are counted per unit length along it. Deflection w is positive toward the wet gap, and x runs upward from the base.

**1. Two rigid walls: the pressure**

Take first a liquid between rigid parallel walls, with its meniscus open to ambient pressure p₀. Let p be the liquid pressure just below the meniscus. The forces on the meniscus surface, per unit length, are:

- p₀s downward, from the gas;
- ps upward, from the liquid;
- γ cosθ upward at each of the two contact lines, where the surface hangs from the walls.

The weight of this surface is zero, so

ps + 2γ cosθ = p₀s.

The liquid therefore lies below ambient by

Δp = p₀ − p = 2γ cosθ/s.

This is the Young-Laplace law Δp = γ/R for a cylinder of radius R = s/(2 cosθ). There is one curvature because the trench is long. For the example,

Δp = 2 × 0.040 N/m × 0.866/(30 nm) = 2.31 MPa.

Gravity changes the pressure over the height by ρgH, roughly 0.002 Pa for a liquid as dense as water, so Δp is taken as uniform. It exceeds atmospheric pressure, roughly 0.1 MPa, so the liquid is under tension. The model assumes that it does not cavitate.

The wet face of the line feels p and the dry face feels p₀. The difference pushes the line toward the liquid with force Δp per unit area.

Limit: at θ = 90° the meniscus is flat and Δp vanishes. A sideways force remains, however, because the surface still pulls on the wall.

**2. The contact line: an energy check**

At the contact line the liquid surface makes the angle θ with the vertical wall. Its tension has a horizontal component γ sinθ, directed toward the liquid. To check that this force adds to the pressure force, consider a liquid bridge between the walls with a meniscus at each end and fixed cross-sectional area A.

Let each meniscus be an arc of half-angle β spanning the gap. Its radius is s/(2 sinβ), so its length is sβ/sinβ. The area between arc and chord is s²k, with

k = (β − sinβ cosβ)/(4 sin²β).

If h is the wetted height on each wall, then A = sh − 2s²k, or

h = A/s + 2sk.

Wetting a unit area of dry wall changes the energy by −γ cosθ, by Young's equation. With two menisci and two walls, the energy is

F = 2γsβ/sinβ − 2γ cosθ h.

First find the meniscus shape at fixed s. The numerator of k has derivative 1 − cos2β = 2 sin²β, so the quotient rule gives

dk/dβ = [2 sin⁴β − 2 sinβ cosβ(β − sinβ cosβ)]/(4 sin⁴β)
= (sinβ − β cosβ)/(2 sin³β),

where sin²β + cos²β = 1 was used. Hence

∂F/∂β = 2γs (sinβ − β cosβ)/sin²β × (1 − cosθ/sinβ).

The factor sinβ − β cosβ is positive for 0 < β < 90°, so the minimum has sinβ = cosθ, or β = 90° − θ. The arc meets the walls at the contact angle.

Now change s. Since ∂F/∂β = 0, the total derivative equals the derivative at fixed β:

dF/ds = 2γβ/sinβ − 2γ cosθ(−A/s² + 2k).

Insert A/s² = h/s − 2k:

dF/ds = 2γβ/sinβ + 2γ cosθ h/s − 8γ cosθ k.

With cosθ = sinβ, the last term is −2γβ/sinβ + 2γ cosβ. The terms in β/sinβ cancel, and cosβ = sinθ, so

dF/ds = Δp h + 2γ sinθ.

The energy rises as the walls separate, so the force is attractive. It contains the suction on the wetted height and one pull γ sinθ for each of the two contact lines on a wall. Direct numerical minimization of F reproduced both the angle and the force at θ = 15°, 30° and 60°.

A filled trench has one upper meniscus. Its lower boundary is the floor, where the line is clamped, and a force at the clamp has no lever arm. The loads that bend the line are therefore Δp over its height and γ sinθ at the top.

**3. The beam: one load, then two**

The line is linear elastic and its slopes are small. Its length suppresses strain in the long direction, z. The stress across the thin direction is neglected. Then

0 = ε_z = (σ_z − νσ_x)/E, so σ_z = νσ_x,

ε_x = (σ_x − νσ_z)/E = (1 − ν²)σ_x/E.

The effective modulus is E' = E/(1 − ν²) = 150/0.9375 = 160 GPa. In bending, the magnitude of ε_x at distance y from the midplane is |y w''|. Integrating stress times lever arm over the thickness gives

M = E'I w'', I = t³/12,

E'I = 160 GPa × (20 nm)³/12 = 1.067 × 10⁻¹³ N m.

At height x, the suction above that point has resultant Δp(H − x) and mean lever arm (H − x)/2. The contact-line pull has lever arm H − x. Thus

E'I w'' = Δp(H − x)²/2 + γ sinθ(H − x).

Integrate once with w'(0) = 0:

E'I w' = Δp[H³ − (H − x)³]/6 + γ sinθ(Hx − x²/2).

Integrate again with w(0) = 0:

E'I w = Δp{H³x + [(H − x)⁴ − H⁴]/4}/6 + γ sinθ(Hx²/2 − x³/6).

At x = H the first brace is 3H⁴/4 and the last bracket is H³/3. The two contributions to the tip deflection are

δp = ΔpH⁴/(8E'I) = 3γ cosθ H⁴/(E't³s),

δc = γ sinθ H³/(3E'I) = 4γ sinθ H³/(E't³).

Their ratio is δc/δp = (4/3)(s/H) tanθ. To first order in the load, then,

δ₀ = [3γ cosθ H⁴/(E't³s)] × [1 + (4/3)(s/H) tanθ].

For the example,

δp = 2.309 × 10⁶ Pa × (200 nm)⁴/(8 × 1.067 × 10⁻¹³ N m) = 4.33 nm,

δc = 0.0200 N/m × (200 nm)³/(3 × 1.067 × 10⁻¹³ N m) = 0.50 nm,

δ₀ = 4.83 nm = 48.3 Å.

The pull is 0.020 N/m against a total suction force of 0.462 N/m, a ratio of about 4%. It nevertheless adds 11.5% to the suction deflection, because it acts at the top while the suction is spread over the height.

Limit θ → 90°: the product cosθ tanθ is sinθ, so δ₀ stays finite and tends to 4γH³/(E't³).

Limit of uniform scaling: multiply H, t and s by the same factor λ. The fractional gap closure δp/s varies as H⁴/(t³s²), hence as 1/λ. At fixed shape, material and liquid, a smaller pattern closes a larger fraction of its gap.

**4. Where in the drying is the load largest?**

While the contact line is pinned at the top edge, the meniscus can be flatter than it is at θ. Let α be its angle to the side wall, falling from 90° to θ as liquid leaves. Here θ means the angle at which the contact line starts to move down the face. The force balance of section 1 holds with α in place of θ, so in the undeformed gap

δ₀(α) = [4γH³/(E't³)] × [(3H/4s) cosα + sinα].

The derivative of the last bracket is −(3H/4s) sinα + cosα. It is negative when tanα > 4s/(3H), which is 0.20 here. Since tan30° = 0.577, the deflection grows throughout the pinned stage and is largest when α reaches θ.

After that the meniscus recedes to a height h < H. Above h the line carries no moment and is straight, so its tip deflection is w(h) + (H − h)w'(h). Using the results of section 3 for a beam of height h,

suction: Δp[h⁴/8 + (H − h)h³/6] = Δp h³(4H − h)/24,

pull: γ sinθ[h³/3 + (H − h)h²/2] = γ sinθ h²(3H − h)/6.

Dividing the sum by the rigidity gives

δ₀(h) = [Δp h³(4H − h)/24 + γ sinθ h²(3H − h)/6]/(E'I).

The derivatives of the two polynomials are proportional to 12Hh² − 4h³ and 6Hh − 3h², both positive for 0 < h ≤ H. In this linear model the full gap at angle θ is therefore the worst case. At half filling the deflection is 0.79 nm, about one sixth of 4.83 nm. The fall is steep because both the loaded area and its lever arm shrink.

**5. The gap responds: a rigid neighbour**

The linear result uses the original gap in Δp. As the top moves, the meniscus spans a narrower gap and the suction rises. The liquid is connected, so its pressure is uniform and is set by the gap at the meniscus, even though the gap lower down is wider.

Let the tip gap be s − mδ, with m = 1 for a rigid neighbour. Keep the meniscus at the top at angle θ, and let liquid flow along the trench as the gap changes. The suction part is multiplied by s/(s − mδ), while the contact-line part is unchanged:

δ = δp/(1 − mδ/s) + δc.

Define u = mδ/s, a = mδp/s and c = mδc/s, and multiply the equation by m/s:

u = a/(1 − u) + c,

(u − c)(1 − u) = a,

u² − (1 + c)u + a + c = 0.

The discriminant is (1 + c)² − 4a − 4c = (1 − c)² − 4a. The root that joins the undeformed state at zero load is

u = {1 + c − √[(1 − c)² − 4a]}/2.

Limit: for small a and c, the square root is approximately 1 − c − 2a, so u ≈ a + c. This is the linear result δ₀.

For the rigid neighbour, a = 4.330/30 = 0.1443 and c = 0.500/30 = 0.0167. Then

u = [1.01667 − √(0.9669 − 0.5773)]/2 = 0.1962,

δ = 0.1962 × 30 nm = 5.89 nm.

The remaining tip gap is 24.1 nm and the suction has risen from 2.31 to 2.87 MPa. As a check, the suction part is 4.330 × 30/24.11 = 5.39 nm, and adding 0.50 nm returns 5.89 nm. The feedback increases the deflection by 22% relative to the linear value.

The other root lies at 24.6 nm. To compare the two roots, move the line slightly and compare the deflection the load would produce with the actual one. Their difference is a/(1 − u) + c − u, and its slope is a/(1 − u)² − 1. At a root, a = (u − c)(1 − u), so

slope = (u − c)/(1 − u) − 1.

A negative slope means that a small excess deflection is pushed back. This requires u < (1 + c)/2, which selects the lower root. This test assumes that the angle stays at θ while the pressure follows the gap. It is not a full stability analysis, because a contact line pinned at the top edge can change its angle α. At fixed pressure, cosα = Δp(s − δ)/(2γ), so the pull γ sinα grows by only (Δp/2) cotα per unit deflection. Even at the upper root this is about 11 MPa, below the tip stiffness 3E'I/H³ = 40 MPa. The physical reason for taking the lower root is the drying path of section 4: as liquid leaves, suction and deflection rise from small values, and α first reaches θ at the lower root.

**6. The neighbour bends too: a mirror pair**

Now let the opposite wall be an identical line with a dry gap behind it. Both tops move inward by δ, the gap closes by 2δ, and m = 2. Each line still has the same δp and δc, but a and c double:

a = 0.2887, c = 0.0333.

The left side of (u − c)(1 − u) = a is a downward parabola in u. It is zero at u = c and u = 1, so its maximum lies halfway, at u = (1 + c)/2, with value (1 − c)²/4. An open equilibrium requires

a ≤ (1 − c)²/4.

For the pair the threshold is 0.2336, and a exceeds it. For the rigid neighbour the threshold is 0.2417, and a = 0.1443 lies well below it. This accounts for the opening contrast: the bending of the second line doubles the gap closure for a given deflection, and at every open gap the load at angle θ then exceeds what the bent line can balance. On the pinned path of section 4 this means that α never falls to θ; in this model it stays above about 47°, and the gap narrows to closure as liquid leaves, with the contact line still at the top.

Repeatedly computing the load, bending the lines and updating the gap gave the same outcome: convergence to 5.89 nm for the rigid neighbour and closure for the pair.

The criterion concerns states with the meniscus at the top at angle θ. Its failure says that the line cannot rest there with an open gap. It does not give the speed of closure, nor whether the lines stay stuck after the liquid has gone. The latter needs the adhesion energy of touching walls.

**7. Critical height**

Without the contact-line term, the threshold is a = 1/4. Substituting a = 3mγ cosθ H⁴/(E't³s²) gives

H_c⁴ ≈ E't³s²/(12mγ cosθ).

In this approximation the critical height varies as t^(3/4) and s^(1/2), and the fourth root makes it rather insensitive to liquid properties: halving γ raises it by a factor 2^(1/4) = 1.19.

With the contact-line term kept, the critical heights are 227 nm for the rigid neighbour and 190 nm for the mirror pair. The 200 nm line lies between them. Their ratio is 1.192, close to the 2^(1/4) expected from m alone. The small excess comes from c: near the threshold mH⁴ is nearly fixed, so c, which varies as mH³, varies nearly as 1/H. It is larger for the pair and lowers its threshold more.

**8. A second case: liquid on both sides**

Put equal filled gaps on both sides, each with a rigid outer wall. At zero deflection the suctions and contact-line pulls cancel. A small displacement δ narrows one gap and widens the other, leaving the net pressure

2γ cosθ[1/(s − δ) − 1/(s + δ)] ≈ 4γ cosθ δ/s² = 2Δp δ/s.

By the beam formula, this pressure would produce the deflection 2δpδ/s. The line returns to the centre if that is less than δ, hence if δp/s < 1/2. In the example δp/s = 0.144, so the centred line is stable, again for menisci held at the top at θ. Wall tilt (section 9) also enters at first order in δ and is left out here; for this geometry it lowers the threshold by about 5%, still far above 0.144. What bends the line at first order is the difference between its two sides, not wetness itself.

**9. How far to trust the numbers**

Wall tilt. The top of the bent line has slope

φ = w'(H) = (4/3)(suction deflection)/H + (3/2)δc/H,

from the first integral in section 3. Here φ = 0.040 rad. The leaning wall turns the meniscus closer to the vertical on its side, replacing one cosθ by cos(θ − φ). For a rigid neighbour the suction changes by the factor

[cosθ + cos(θ − φ)]/(2 cosθ),

an increase of 1.1% at the computed slope. The same tilt lowers the sideways pull from γ sinθ to γ sin(θ − φ), by about 7%. The downward pull γ cosθ, however, now acts on a displaced tip and adds a moment γ cosθ[δ − w(x)] toward the liquid. At the base this is γ cosθ δ against a loss of about γ cosθ φH, a ratio of 5.9/7.9, so most of that reduction is taken back. None of these changes was fed back into the deflection.

Vertical pull. The contact line also pulls down on the wet face with γ cosθ, at distance t/2 from the midplane. The moment γ cosθ t/2 at the top gives a tip deflection γ cosθ tH²/(4E'I). Divided by δp = γ cosθ H⁴/(4sE'I), this is

ts/H² = 20 × 30/200² = 1.5%.

Different surface stresses on the wet and dry faces can add or subtract a moment. If their difference is of order γ cosθ, the effect has this same size. Both effects are omitted.

Beam theory. A two-dimensional plane-strain calculation with a rigid clamp and side suction agreed with the beam deflection within 1% at H/t = 10, and within 0.2% at H/t = 20. For lines this slender, the beam formula is not the main source of error.

The clamp. A real line usually stands on a material that deforms. With a base of the same material, extending eight line thicknesses downward and to each side and held at its outer boundary, the deflection at H/t = 10 was 1.16 times the beam value on a mesh with two elements across the line. The sharp corners at the foot make this factor converge slowly, and a finer mesh raises it by one or two percent. This is the largest of the corrections in this section. Applying the factor to both δp and δc, though it was computed for suction alone, raises the equilibrium deflection beside a rigid neighbour from 5.9 nm to a little over 7 nm. The gap stays open. For the mirror pair a softer base increases a and c, so it cannot restore the missing equilibrium. It also lowers both critical heights, and 227 and 190 nm should be read as values for an ideal clamp.

The full set of values is in the numerical output below.

Computed values

```
Young modulus E = 150 GPa
Poisson ratio = 0.25
Line thickness t = 20 nm
Line height H = 200 nm
Wet gap s = 30 nm
Surface tension = 0.040 N/m
Contact angle = 30 degrees
Plane-strain modulus E' = 160.0 GPa
Bending rigidity E'I per length = 1.0667e-13 N m
Meniscus radius = 17.32 nm
Suction, undeformed gap = 2.309 MPa
Suction force per length = 0.4619 N/m
Contact-line side pull = 0.0200 N/m
Linear tip deflection, suction = 4.330 nm
Linear tip deflection, contact line = 0.500 nm
Linear tip deflection, total = 4.830 nm
Linear total, same in angstrom = 48.30 angstrom
Contact-line/suction deflection ratio = 0.1155
Linear tip deflection, half-filled = 0.788 nm
Rigid neighbour: a = 0.1443, c = 0.0167 (no unit)
Rigid neighbour: threshold for a = 0.2417 (no unit)
Rigid neighbour: equilibrium deflection = 5.887 nm
Rigid neighbour: upper root = 24.613 nm
Rigid neighbour: remaining tip gap = 24.113 nm
Rigid neighbour: equilibrium suction = 2.873 MPa
Mirror pair: a = 0.2887, c = 0.0333 (no unit)
Mirror pair: threshold for a = 0.2336 (no unit)
Mirror pair: open equilibrium exists = False
Critical height, rigid neighbour = 226.64 nm
Critical height, mirror pair = 190.15 nm
Tip slope at equilibrium = 0.0397 rad
Suction change from wall tilt = 1.11 percent
Edge-moment/suction deflection = 1.50 percent
2D/beam deflection, clamped, H/t=10: 1.0074
2D/beam deflection, clamped, H/t=20: 1.0008
2D/beam deflection, elastic base, H/t=10: 1.1638
Equilibrium estimate with elastic base = 7.22 nm
```
